MP2 dipole of water: unrelaxed density, relaxed density and finite field

**Problem**

A closed-shell molecule is described by a canonical restricted Hartree–Fock (HF) determinant in a finite basis that does not depend on any applied field. Atomic units are used. The spin orbitals are real and orthonormal; i, j, k label occupied ones, a, b, c virtual ones and p, q, r, s either kind. All electrons are correlated, and every virtual orbital energy lies above every occupied one. The integrals ⟨pq||rs⟩ = ⟨pq|rs⟩ − ⟨pq|sr⟩ obey, for real orbitals,

⟨pq||rs⟩ = −⟨qp||rs⟩ = −⟨pq||sr⟩ = ⟨rs||pq⟩.

The Fock matrix is f_pq = h_pq + Σ_j ⟨pj||qj⟩. The HF condition is f_ai = 0, and in canonical orbitals f_pq = ε_p δ_pq. With Δ_ij^ab = ε_a + ε_b − ε_i − ε_j, the MP2 correlation energy is

E2 = −¼ Σ_ijab ⟨ij||ab⟩² / Δ_ij^ab.

A uniform field F along z changes the one-electron Hamiltonian to h + F z, because an electron has charge −1 and a dipole μ has energy −μF. The nuclei add −F μ_nuc with μ_nuc = Σ_A Z_A z_A. The MP2 energy E(F) = E_HF(F) + E2(F) is obtained by solving the HF equations afresh at each F, and the MP2 dipole is defined as μ = −dE/dF at F = 0.

(a) For amplitudes t_ij^ab antisymmetric in ij and in ab, and for any orthonormal orbitals, consider the Hylleraas functional

W = ½ Σ t_ij^ab ⟨ij||ab⟩ + ¼ Σ t_ij^ab [ Σ_c (f_ac t_ij^cb + f_bc t_ij^ac) − Σ_k (f_ik t_kj^ab + f_jk t_ik^ab) ].

Find its stationary point in t, write its Fock terms as a contraction of f with a density correction D, and determine which orbital rotations change the stationary value.

(b) The unrelaxed density is defined here as the HF density plus D. Find the energy whose field derivative is the unrelaxed dipole.

(c) Find the gradient of W under occupied–virtual rotations and the equation that fixes the response of the HF orbitals to the field.

(d) Express μ through one field-independent density matrix, and state when it agrees with the unrelaxed dipole.

(e) Derive the errors of the two-point and four-point finite-field estimates of μ, including the effect of an incompletely converged HF solution.

(f) Evaluate the three dipoles for water at the MP2/cc-pVDZ level, at the near-equilibrium geometry r(OH) = 0.96 Å and angle 104.5°, with fields ±0.001 and ±0.002 a.u. Oxygen is at the origin, the molecule lies in the yz plane, and the hydrogens are at positive z.

**Solution**

**(a) The functional**

The first Fock term is ¼ Σ f_ac t_ij^ab t_ij^cb. In the second, ¼ Σ f_bc t_ij^ab t_ij^ac, exchanging the two upper indices of both amplitudes gives two minus signs that cancel, leaving ¼ Σ f_bc t_ij^ba t_ij^ca, which is the first term with the names a and b exchanged. The two add up to ½ Σ_ac f_ac Σ_ijb t_ij^ab t_ij^cb. The same argument on the lower indices combines the occupied terms into −½ Σ_ik f_ik Σ_jab t_ij^ab t_kj^ab. After a change of dummy names,

W = ½ Σ t_ij^ab ⟨ij||ab⟩ + Σ_ab f_ab D_ab + Σ_ij f_ij D_ij,   (1)

D_ab = ½ Σ_ijc t_ij^ac t_ij^bc,   D_ij = −½ Σ_kab t_ik^ab t_jk^ab,   (2)

and D_ai = D_ia = 0, since W contains no f_ai. Both blocks are symmetric. By (2), the virtual block is +½ and the occupied block −½ times a product of a real matrix with its own transpose. Such a product has no negative eigenvalue, so the virtual block has no negative eigenvalue and the occupied block no positive one. The traces are +½ Σ t² and −½ Σ t² over the same unrestricted sum, so tr D = 0: D moves electrons from the occupied to the virtual space and conserves their number.

In canonical orbitals Σ_a ε_a D_aa = ½ Σ ε_a (t_ij^ac)². The square is symmetric in a and c, so ε_a can be replaced by ½(ε_a + ε_c), and likewise for the occupied block. Then

W = ½ Σ t_ij^ab ⟨ij||ab⟩ + ¼ Σ Δ_ij^ab (t_ij^ab)².

Each independent amplitude, with i < j and a < b, occurs four times in the unrestricted sums, so W = Σ_(i<j, a<b) [2 t ⟨ij||ab⟩ + Δ t²]. Setting the derivative 2⟨ij||ab⟩ + 2Δ t to zero gives

t_ij^ab = −⟨ij||ab⟩ / Δ_ij^ab.   (3)

Since Δ > 0 this is the unique stationary point, a minimum. Each term becomes −2⟨ij||ab⟩²/Δ + ⟨ij||ab⟩²/Δ = −⟨ij||ab⟩²/Δ, and the restricted sum is one quarter of the unrestricted one, so the stationary value is E2.

Now mix the occupied orbitals among themselves with an orthogonal matrix O and the virtual ones with an orthogonal matrix V. The Fock operator depends on the occupied orbitals through Σ_j φ_j(x) φ_j(x′), which O leaves unchanged because O Oᵀ = 1. The quantities f_ij, f_ab and ⟨ij||ab⟩ therefore acquire one factor O or V per index. If t is transformed in the same way, every summed index in W carries a product O Oᵀ or V Vᵀ, and W keeps its value. The map from old to new amplitudes is linear and invertible, so stationary points go to stationary points with the same value. The stationary value of W depends on the occupied space and on the Fock operator, and not on the basis chosen inside the occupied or the virtual space. It can be evaluated by diagonalizing the two blocks of f separately (semicanonical orbitals) and using the canonical formula.

Because the basis does not depend on F, the orbitals at field F are orthonormal in the same metric as those at F = 0 and differ from them by an orthogonal matrix, 1 + K to first order with K antisymmetric. The occupied–occupied and virtual–virtual blocks of K drop out by the invariance. The remaining block is

δφ_i = Σ_a U_ai φ_a,   δφ_a = −Σ_i U_ai φ_i,   (4)

where the minus sign is the antisymmetry of K. Thus E2(F) = W(t, U, F) with t stationary and U(F) fixed by the HF condition, and the chain rule gives

dE2/dF = Σ (∂W/∂t)(dt/dF) + ∂W/∂F + Σ_ai L_ai U′_ai,   (5)

with L_ai = ∂W/∂U_ai and U′ = dU/dF. The first sum vanishes because ∂W/∂t = 0. The response of the amplitudes is not needed.

**(b) The unrelaxed dipole**

The HF energy is E_HF = Σ_i h_ii + ½ Σ_ij ⟨ij||ij⟩ + V_nn − F μ_nuc, with V_nn the nuclear repulsion. Under (4), δh_ii = 2 Σ_a U_ai h_ai. In ½ Σ⟨ij||ij⟩ each of the four orbitals can be varied, and the integral symmetries make the four contributions equal, which gives 2 Σ U_ai ⟨aj||ij⟩. Together,

δE_HF = 2 Σ_ai U_ai f_ai = 0   (6)

at the HF solution. The explicit field dependence is all that survives:

μ_HF = −dE_HF/dF = μ_nuc − Σ_i z_ii.   (7)

At the HF level the expectation value and the energy derivative coincide, by (6).

In W at fixed t and fixed orbitals the field enters through h alone, f_pq → f_pq + F z_pq, so (1) gives ∂W/∂F = Σ D_pq z_pq. The unrelaxed dipole is

μ_unrel = μ_nuc − Σ_i z_ii − Σ_ij D_ij z_ij − Σ_ab D_ab z_ab.   (8)

This is (7) minus (5) with U′ set to zero. It is therefore −dE_frozen/dF at F = 0 for an energy E_frozen(F) defined as follows: keep the zero-field orbitals, evaluate the HF energy expression with h + F z, add F z_ij and F z_ab to the two diagonal blocks of f, and make W stationary in t. In these frozen orbitals f_ai = F z_ai, so the HF condition is violated at first order in F. By (6) this costs E_HF an error of second order in F, which does not affect the dipole. The corresponding error in E2 is of first order unless L · U′ vanishes.

For a neutral molecule (8) does not depend on the origin: a shift z → z + d changes μ_nuc by d Σ Z_A, Σ z_ii by d times the electron number, and Σ D_pq z_pq by d tr D = 0.

**(c) Orbital gradient and orbital response**

The amplitudes, and hence D, are held fixed as numbers while the orbitals rotate. In the first term of (1), each of the four orbitals varies according to (4):

δ⟨ij||ab⟩ = Σ_c U_ci ⟨cj||ab⟩ + Σ_c U_cj ⟨ic||ab⟩ − Σ_k U_ak ⟨ij||kb⟩ − Σ_k U_bk ⟨ij||ak⟩.

Contract with ½ t_ij^ab. In the second piece rename i ↔ j, which gives t_ji^ab ⟨jc||ab⟩ U_ci. Both t and the integral change sign when their index pair is put back in order, so the piece equals the first. In the same way the fourth equals the third. The factor ½ is cancelled, and with the rotated pair named (c, k) throughout,

L_ck(int) = Σ_jab t_kj^ab ⟨cj||ab⟩ − Σ_ijb t_ij^cb ⟨ij||kb⟩.   (9)

A Fock element f_pq = ⟨φ_p|f|φ_q⟩ changes in two ways, through the bra and ket orbitals and through the operator. The operator contains the occupied orbital j twice in Σ_j ⟨pj||qj⟩, so

δf_pq(operator) = Σ_bj U_bj ( ⟨pb||qj⟩ + ⟨pj||qb⟩ ).   (10)

For f_ij the variation of the bra gives Σ_c U_ci f_cj, and for f_ab it gives −Σ_k U_ak f_kb. Both contain occupied–virtual Fock elements, which vanish at the HF solution, and the same holds for the kets. In the Fock terms of (1) only (10) contributes. Its second half can be folded into the first: ⟨pk||qc⟩ = ⟨qc||pk⟩, and renaming p ↔ q with D_pq = D_qp turns Σ D_pq ⟨qc||pk⟩ into Σ D_pq ⟨pc||qk⟩. Hence

L_ck(Fock) = 2 Σ_pq D_pq ⟨pc||qk⟩,   L = L(int) + L(Fock).   (11)

The orbitals were chosen to make E_HF stationary, and no condition has been imposed on L.

The response U′ follows from requiring f_ai = 0 at every F. For this element the bra and ket variations survive. The bra gives −Σ_k U_ak f_ki = −ε_i U_ai, and the ket gives Σ_b U_bi f_ab = ε_a U_ai. Adding (10) with p = a, q = i and the explicit term F z_ai,

f_ai = F z_ai + Σ_bj A_ai,bj U_bj + second order,   (12)

A_ai,bj = (ε_a − ε_i) δ_ab δ_ij + ⟨ab||ij⟩ + ⟨aj||ib⟩.   (13)

Differentiating f_ai = 0 with respect to F gives the coupled-perturbed Hartree–Fock equation, in which pairs (ai) are treated as single vector indices and z stands for the vector z_ai:

A U′ = −z.   (14)

A is symmetric. Exchanging (ai) with (bj) turns ⟨ab||ij⟩ into ⟨ba||ji⟩, equal to it by two sign changes, and turns ⟨aj||ib⟩ into ⟨bi||ja⟩ = ⟨ib||aj⟩ = ⟨aj||ib⟩. By (6) the gradient of E_HF is 2f_ai, so at the stationary point 2A is the second derivative of E_HF with respect to real rotations. When the HF solution is a minimum under such rotations, A has no negative eigenvalue. A is assumed invertible from here on, which at a minimum makes it positive definite.

**(d) The Z-vector and the relaxed density**

Insert U′ = −A⁻¹ z in the last term of (5) and use the symmetry of A⁻¹:

L · U′ = −Lᵀ A⁻¹ z = (−A⁻¹ L)ᵀ z = Z · z,

where Z solves the Z-vector equation

A Z = −L.   (15)

Collecting (5), (7), (8) and (15),

μ = μ_nuc − Σ_i z_ii − Σ_ij D_ij z_ij − Σ_ab D_ab z_ab − Σ_ai Z_ai z_ai = μ_unrel − Z · z.   (16)

The sum over (ai) counts each pair once, whereas a contraction Σ_pq P_pq z_pq with a symmetric matrix counts it twice, as (ai) and as (ia). The relaxed density is therefore

P_ij = δ_ij + D_ij,   P_ab = D_ab,   P_ai = P_ia = ½ Z_ai,   μ = μ_nuc − Σ_pq P_pq z_pq.   (17)

The same result follows from treating Z as a set of Lagrange multipliers for the HF condition. The function ℒ = E_HF + W + Σ Z_ai f_ai equals E wherever f_ai = 0. It is stationary in t by (3). Its gradient in U is 2f + L + A Z by (6), (11), (12) and the symmetry of A, and this vanishes by (15). The total field derivative of ℒ is then its explicit one, which is (16) with the overall sign reversed. Z_ai is also the first-order change of E2 per unit of a one-electron perturbation placed in the element h_ai = h_ia. Such a perturbation is invisible to W at fixed orbitals and acts on E2 through the rotation that it forces on the HF orbitals.

Neither A nor L refers to the field. The derivation used z merely as a real, symmetric one-electron operator, so for h + λO with a fixed basis the electronic energy obeys dE/dλ = Σ P_pq O_pq with the same P. One solution of (15) replaces one solution of (14) per perturbation.

The relaxed and unrelaxed dipoles agree if and only if Z · z = 0, by (16). Symmetry can force this. For a closed-shell determinant that is invariant under the molecular point group, W is unchanged when a symmetry operation acts on the rotation U, so L is an invariant vector, A commutes with the operation, and Z is invariant too. If some operation reverses the sign of the coordinate, Z · z equals its own negative and is zero; the same argument makes every other term of (16) zero for an origin on the symmetry element. In water this holds for x and y.

No small parameter of the perturbation series suppresses the Z term relative to D. Attach a factor λ to every explicit two-electron integral at fixed orbital energies. Then t is of order λ, D and L(int) are of order λ², L(Fock) is of order λ³, and A is diagonal at order λ⁰. The leading part of Z is −L_ai(int)/(ε_a − ε_i), of order λ² like D.

Three assumptions limit (16). If A has a small eigenvalue and L has a component along its eigenvector, Z grows as the inverse of that eigenvalue, and at a zero eigenvalue (14) and (15) may have no solution. If core orbitals are left uncorrelated, the sums over i and j in W run over part of the occupied space, the invariance of part (a) fails for core–valence rotations, and these need multipliers of their own. If the basis depends on the perturbation, as for nuclear displacements, K is no longer antisymmetric and the integrals depend explicitly on the perturbation, so (5) gains further terms.

**(e) Finite-field errors**

Let E‴ and E⁽⁵⁾ be derivatives at F = 0. In E(h) − E(−h) the even Taylor terms cancel and the odd ones double, so

μ₂(h) = −[E(h) − E(−h)]/(2h) = μ − E‴ h²/6 − E⁽⁵⁾ h⁴/120 − …   (18)

When the h² term dominates, the error μ₂ − μ grows by a factor 4 on doubling h. The combination

μ₄(h) = [4 μ₂(h) − μ₂(2h)]/3 = −[E(−2h) − 8E(−h) + 8E(h) − E(2h)]/(12h)   (19)

removes it, since 4h² − (2h)² = 0. The h⁴ term becomes −E⁽⁵⁾ (4 − 16) h⁴/360, so μ₄ = μ + E⁽⁵⁾ h⁴/30 + ….

Suppose an SCF calculation stops with a residual f_ai = g_ai, where f is built from the final orbitals, and that E2 is evaluated with this same f in semicanonical orbitals. If the orbital energies are taken instead from the last diagonalized Fock matrix, which was built from an earlier density, the Fock terms of (1) carry the error of that density, and the estimate below does not cover this case. By (12) the orbitals are off by δU with A δU = g. E_HF is wrong at second order in g by (6), while E2 is wrong at first order, by L · δU = Lᵀ A⁻¹ g = −Z · g, whose size is at most |Z||g|, with Euclidean norms taken over all spin-orbital pairs (ai). The absolute coefficients in (19) add up to 18/(12h), so to this order the error in μ₄ is bounded by 1.5 |Z||g|/h. A small change of the HF energy between iterations is a weak criterion here, being quadratic in g; the orbital gradient itself has to be converged.

**(f) Water**

The basis has 24 functions, giving 5 occupied and 19 virtual spatial orbitals, or 10 × 38 = 380 spin-orbital pairs (ai). The hydrogens lie at y = ±1.434419 and z = 1.110646 bohr. At zero field E_HF = −76.0266536619 Eh and E2 = −0.2041547996 Eh. The many digits below serve to compare routes within one model. The error of the basis and of MP2 itself relative to the real molecule is not assessed here, and three figures are enough when the dipole is quoted as a property of this level of theory.

The lowest eigenvalue of A is 0.274867 Eh, so A is positive definite and (15) has a unique solution. The traces are tr D_vv = 0.100475 and tr D_oo = −0.100475 electrons. The norms are |L| = 0.088533 Eh and |Z| = 0.045780, so the HF orbitals do not make E2 stationary.

Oxygen at the origin contributes nothing to μ_nuc, which is 2 × 1.110646 = 2.221292 e a0. With the electronic part of (7),

μ_HF = 2.2212921 − 1.4111496 = 0.8101425 e a0.

The sign is positive: the dipole points from oxygen towards the hydrogens. The two blocks of D contribute −Σ D_ij z_ij = +0.0226364 and −Σ D_ab z_ab = −0.0320503 e a0. Each depends on the origin through its nonzero trace, and their sum, −0.0094140 e a0, does not. Then

μ_unrel = 0.8101425 − 0.0094140 = 0.8007285 e a0.

Because (15) is linear in L, the Z term splits into the parts driven by (9) and by (11):

−Z · z = −0.0294109 + 0.0020397 = −0.0273712 e a0,

μ = 0.8007285 − 0.0273712 = 0.7733573 e a0.

The Fock part is the smaller one here, which is consistent with its higher order in λ, although the counting does not fix the sizes.

The finite-field energies, in Eh and including the nuclear term, are:

F = −0.002: E = −76.22927230937, E2 = −0.20422869436
F = −0.001: E = −76.23003774272, E2 = −0.20419166562
F = +0.001: E = −76.23158445312, E2 = −0.20411809456
F = +0.002: E = −76.23236570506, E2 = −0.20408154863

From (18) and (19),

μ₂(0.001) = 0.00154671040/0.002 = 0.77335520 e a0,

μ₂(0.002) = 0.00309339569/0.004 = 0.77334892 e a0,

μ₄ = (4 × 0.77335520 − 0.77334892)/3 = 2.32007188/3 = 0.77335729 e a0.

The relaxed value is 0.77335729 e a0 to the same digits, and the unrounded difference between the two is 1.5 × 10⁻¹¹ e a0. Relative to the relaxed value the two-point errors are −2.092 × 10⁻⁶ and −8.368 × 10⁻⁶ e a0, with ratio 4.000 as (18) requires. The ratio is a sharp check on the analytic number, because a constant offset in μ comparable to these errors would move it away from 4. The first error gives E‴ ≈ 6 × 2.092 × 10⁻⁶/(0.001)² = 12.6 a.u. The convergence bound of part (e) is 1.5 × 0.0458 |g|/0.001 ≈ 69 |g|, and the field calculations were finished with three Newton steps, after which every element of g was below 10⁻¹¹ Eh.

The correlation energy alone can be differenced in the same way. The two-point slopes are

[E2(0.001) − E2(−0.001)]/0.002 = 0.00007357106/0.002 = 0.03678553,

[E2(0.002) − E2(−0.002)]/0.004 = 0.00014714573/0.004 = 0.03678643,

and (4 × 0.03678553 − 0.03678643)/3 = 0.03678523. The correlation correction to the dipole is −0.0367852 e a0, equal to −0.0094140 − 0.0273712. When the orbitals are instead frozen and the field is put in the diagonal Fock blocks, as in part (b), minus the four-point derivative of E2 is −0.00941399 e a0, the D term alone. Each density thus reproduces the derivative of its own energy, and for the MP2 energy on field-optimized orbitals that density is the relaxed one.

With 1 e a0 = 2.541746 D, the results are:

HF: 0.81014 e a0 = 2.0592 D
MP2 unrelaxed: 0.80073 e a0 = 2.0352 D
MP2 relaxed: 0.77336 e a0 = 1.9657 D
MP2 finite field: 0.77336 e a0 = 1.9657 D

The unrelaxed dipole exceeds the energy derivative by 0.027371 e a0 = 0.0696 D, which is 0.027371/0.773357 = 3.5 % of the MP2 dipole. Measured against the correlation correction, the missing term is 0.0273712/0.0367852 = 74.4 %. For this molecule, basis and operator, orbital relaxation is the larger part of what MP2 does to the dipole.

The coupling terms in A are needed as well. Keeping the diagonal ε_a − ε_i alone, so that Z_ai = −L_ai/(ε_a − ε_i), gives 0.7773623 e a0. This recovers 0.8007285 − 0.7773623 = 0.0233662 of the 0.0273712 e a0 and leaves an error of 0.0040050 e a0 relative to the finite-field value.

The same Z applies to a different perturbation, λx², with x normal to the molecular plane. The electronic second moments Σ P_pq (x²)_pq are 5.2337372 (HF), 5.2559257 (unrelaxed) and 5.2686900 bohr² (relaxed), and the four-point derivative of the MP2 energy with respect to λ is 5.2686900 bohr². Here D contributes 5.2559257 − 5.2337372 = 0.0221885 and Z contributes 5.2686900 − 5.2559257 = 0.0127643 bohr², a share of 0.0127643/0.0349528 = 37 % of the correlation correction. The share of relaxation depends on the operator and cannot be carried over from the dipole.

The numerical check below tests the intermediate formulas separately: L and L(int) against finite rotations along a random direction (0.026618336 and 0.025542468 Eh from both routes), A against the finite difference of f_ai, U′ against the field derivative of the SCF density, and −L · U′ with that numerical U′ against −Z · z (both −0.02737123 e a0).

Calculated quantities

```
water MP2/cc-pVDZ: r(OH) = 0.96 angstrom, angle = 104.5 deg
H coordinates: y = +-1.434419, z = 1.110646 bohr
basis functions 24, occupied 5, virtual 19, spin-orbital ov pairs 380
E_HF = -76.0266536619 Eh
E2 formula = -0.2041547996 Eh, PySCF = -0.2041547996 Eh
tr D_vv = 0.100475, tr D_oo = -0.100475 electrons
lowest eigenvalue of A = 0.274867 Eh
|L| = 0.088533 Eh, |Z| = 0.045780 (dimensionless)
random rotation L.R: formula 0.026618336, numeric 0.026618336 Eh
  integral part: formula 0.025542468, numeric 0.025542468 Eh
field step h = 0.001 a.u.
F = -0.002 a.u.: E_HF = -76.02504361501, E2 = -0.20422869436 Eh
F = -0.001 a.u.: E_HF = -76.02584607710, E2 = -0.20419166562 Eh
F = +0.001 a.u.: E_HF = -76.02746635855, E2 = -0.20411809456 Eh
F = +0.002 a.u.: E_HF = -76.02828415643, E2 = -0.20408154863 Eh
F = -0.002 a.u.: E_MP2 total = -76.22927230937 Eh
F = -0.001 a.u.: E_MP2 total = -76.23003774272 Eh
F = +0.001 a.u.: E_MP2 total = -76.23158445312 Eh
F = +0.002 a.u.: E_MP2 total = -76.23236570506 Eh
mu_z nuclear: 2.22129214 e a0
mu_z HF electronic: -1.41114962 e a0
mu_z HF total: 0.81014252 e a0
mu_z HF finite field: 0.81014252 e a0
mu_z D_oo part: 0.02263635 e a0
mu_z D_vv part: -0.03205034 e a0
mu_z D_oo + D_vv: -0.00941399 e a0
mu_z frozen-orbital finite field of E2: -0.00941399 e a0
mu_z Z part: -0.02737123 e a0
mu_z   from integral terms of L: -0.02941093 e a0
mu_z   from Fock term of L: 0.00203970 e a0
mu_z -L.U with numerical U: -0.02737123 e a0
mu_z total correlation correction: -0.03678523 e a0
mu_z MP2 with uncoupled Z: 0.77736225 e a0
mu_z two-point, step h: 0.77335520 e a0
mu_z two-point, step 2h: 0.77334892 e a0
two-point errors: -2.092e-06, -8.368e-06 e a0, ratio 4.000
1 e a0 = 2.541746 D
RESULT HF: 0.81014252 e a0 = 2.05918 D
RESULT MP2 unrelaxed: 0.80072853 e a0 = 2.03525 D
RESULT MP2 relaxed: 0.77335729 e a0 = 1.96568 D
RESULT MP2 finite field (4-point): 0.77335729 e a0 = 1.96568 D
relaxed - finite field = 1.5e-11 e a0
unrelaxed - finite field = 0.027371 e a0 = 0.06957 D
share of Z part in correlation correction = 74.4 %
<x^2> HF = 5.2337372, unrelaxed = 5.2559257 bohr^2
<x^2> relaxed = 5.2686900, finite difference = 5.2686900 bohr^2
```
